\section*{Concavity in Inverse Masses and Bounds on Three-Body Coulomb Energies}

\section{Two estimates from the same two energies}

Take two particles of charge $-1$ and mass $m=1$, and one of charge $+1$ and mass $M=3$. A direct calculation gives the ground energy $-0.392141$ hartree. Now suppose that only two neighbouring energies are known: $-0.527751$ hartree for $M=\infty$ (H$^-$) and $-0.262005$ hartree for $M=1$ (Ps$^-$). Linear interpolation in $1/M$ gives $-0.439169$ hartree. Rescaling the problem before interpolating the same two energies gives $-0.394410$ hartree. Both estimates lie below the direct value, the second by only $0.0023$ hartree. Two things need explaining: why interpolation errs downwards, and why rescaling removes most of the error.

Hartree atomic units are used, with masses in electron masses. The model is nonrelativistic, with point charges and Coulomb forces.

\section{The simple case: two particles}

For opposite unit charges with inverse masses $\lambda_1,\lambda_2$, the relative kinetic energy is $(\lambda_1+\lambda_2)p^2/2$. The reduced mass is therefore $1/(\lambda_1+\lambda_2)$, and the hydrogenic ground energy is
\begin{equation}
E_2=-\frac{1}{2s},\qquad s=\lambda_1+\lambda_2,\qquad
\frac{d^2E_2}{ds^2}=-\frac1{s^3}<0 .
\label{two}
\end{equation}
A concave function lies above its chords, so linear interpolation in inverse masses gives a lower bound. The choice of variable matters. As a function of the mass $m$ at fixed $M$, the same energy is $-\tfrac12 mM/(m+M)$, whose second derivative is $+M^2/(m+M)^3$. It is convex in $m$.

Equation \eqref{two} also shows what rescaling can do. On the line $\lambda_1+\lambda_2=1$ the energy is constant, and interpolation along that line has no error. All the curvature comes from the factor $1/s$, which is known in advance.

\section{Generalization to any number of particles}

Let
\begin{equation}
H(\lambda)=\sum_i\frac{\lambda_i}{2}P_i^2+V,\qquad \lambda_i=\frac1{m_i}\ge0,
\end{equation}
where $V$ does not depend on the masses. Define $E(\lambda)$ as the infimum of $\langle\psi|H(\lambda)|\psi\rangle$ over normalized, smooth, rapidly decreasing $\psi$, and assume that it is finite. This set of functions is the same for all masses.

Let $\lambda=q\lambda'+(1-q)\lambda''$ with $0\le q\le1$. For each fixed $\psi$ the expectation value is affine in $\lambda$, and $V=qV+(1-q)V$, so
\begin{align}
\langle H(\lambda)\rangle_\psi
&=q\langle H(\lambda')\rangle_\psi+(1-q)\langle H(\lambda'')\rangle_\psi\nonumber\\
&\ge qE(\lambda')+(1-q)E(\lambda'').
\end{align}
The right side does not depend on $\psi$. Taking the infimum on the left gives
\begin{equation}
E(q\lambda'+(1-q)\lambda'')\ge qE(\lambda')+(1-q)E(\lambda''),
\label{concave}
\end{equation}
which is joint concavity in the inverse masses. No perturbation theory enters, and the mass differences may be large.

The proof assumes that $E$ is finite. This fails if the relativistic correction $-P_i^4/(8m_i^3c^2)$ is added to the Hamiltonian: the term is negative and grows faster with momentum than the kinetic energy, so ever narrower trial functions push the energy to $-\infty$. The proof also does not extend to excited levels: the matrix $\mathrm{diag}(\lambda,1-\lambda)$ has upper eigenvalue $\max(\lambda,1-\lambda)$, which is convex. The lowest level within a symmetry class is covered if the class does not depend on the masses, because the infimum is then taken over a smaller but still common set.

\section{Three particles: mass polarization as the variable}

Let the like-charged pair have inverse masses $a=1/m$ and the odd particle $b=1/M$. With positions $\mathbf R_i$, define $\mathbf r_1=\mathbf R_1-\mathbf R_3$ and $\mathbf r_2=\mathbf R_2-\mathbf R_3$. For an internal function $\psi(\mathbf r_1,\mathbf r_2)$ the chain rule gives
\begin{equation}
\mathbf P_1=\mathbf p_1,\qquad \mathbf P_2=\mathbf p_2,\qquad
\mathbf P_3=-(\mathbf p_1+\mathbf p_2).
\end{equation}
The total momentum is zero, as it should be in the internal problem. The kinetic energy becomes
\begin{align}
T&=\frac a2(p_1^2+p_2^2)+\frac b2(\mathbf p_1+\mathbf p_2)^2\nonumber\\
&=\frac{a+b}{2}(p_1^2+p_2^2)+b\,\mathbf p_1\!\cdot\!\mathbf p_2 .
\label{kinetic}
\end{align}
The last term is the mass polarization. It arises because the odd particle recoils against the sum of the other two momenta. Since $T$ is affine in $(a,b)$, the proof of \eqref{concave} applies directly to the internal energy $E(a,b)$, with
\begin{equation}
V=-\frac1{r_1}-\frac1{r_2}+\frac1{r_{12}} .
\end{equation}
Reversing all charges leaves $V$ unchanged, so H$_2^+$ belongs to the same family as H$^-$.

Exchange symmetry adds no restriction on the ground energy. If $\psi$ is a real ground state, $|\psi|$ has no higher energy, and the sum of $|\psi|$ and its exchanged copy is a nonzero symmetric ground state. For spin-$\tfrac12$ particles this is the singlet.

\subsection*{Scaling}

For $t>0$ let $\psi_t(\mathbf r_1,\mathbf r_2)=t^{-3}\psi(\mathbf r_1/t,\mathbf r_2/t)$. The prefactor preserves the norm in six dimensions. Two derivatives contribute $t^{-2}$, and the inverse masses $ta,tb$ contribute $t$. The Coulomb potential contributes $t^{-1}$. Hence
\begin{equation}
\langle H(ta,tb)\rangle_{\psi_t}=\frac1t\langle H(a,b)\rangle_\psi
\quad\Rightarrow\quad E(ta,tb)=\frac{E(a,b)}t ,
\end{equation}
because $\psi\mapsto\psi_t$ maps the set of trial functions onto itself. Choosing $t=1/(a+b)$ gives
\begin{equation}
E(a,b)=\frac{f(x)}{a+b},\qquad x=\frac b{a+b}=\frac m{m+M},
\label{scaled}
\end{equation}
where $f(x)=E(1-x,x)$ is the ground energy of
\begin{equation}
H(x)=\frac{p_1^2+p_2^2}{2}+x\,\mathbf p_1\!\cdot\!\mathbf p_2+V .
\end{equation}
A concave function restricted to a straight line is concave, so $f$ is concave on $[0,1]$. Its argument is the coefficient of the mass polarization.

\section{A solvable check and the three limits}

With $\mathbf r_\pm=(\mathbf r_1\pm\mathbf r_2)/\sqrt2$ and the corresponding momenta,
\begin{align}
p_1^2+p_2^2&=p_+^2+p_-^2,\qquad
\mathbf p_1\!\cdot\!\mathbf p_2=\tfrac12(p_+^2-p_-^2),\nonumber\\
T(x)&=\frac{1+x}{2}p_+^2+\frac{1-x}{2}p_-^2 .
\label{modes}
\end{align}
Replace the Coulomb potential for a moment by $\tfrac12(r_1^2+r_2^2)+\tfrac14r_{12}^2$. Since $r_{12}^2=2r_-^2$, this equals $\tfrac12r_+^2+r_-^2$. The frequencies are $\sqrt{1+x}$ and $\sqrt{2(1-x)}$, each belonging to a three-dimensional oscillator, so
\begin{align}
E_{\rm osc}(x)&=\frac32\left[\sqrt{1+x}+\sqrt{2(1-x)}\right],\\
E_{\rm osc}''(x)&=-\frac38\left[(1+x)^{-3/2}+\sqrt2\,(1-x)^{-3/2}\right]<0 .
\end{align}
The model is concave, as the theorem requires, and its slope tends to $-\infty$ as $x\to1$. The three-body solver used below was tested against this formula at $x=\pm\tfrac12$; the largest error was $5\times10^{-8}$ hartree.

For Coulomb forces the limits are as follows.

\begin{itemize}
\item $x=0$: the odd particle is infinitely heavy, and $f(0)=E(\mathrm H^-)=-0.527751$ hartree.
\item $x=\tfrac12$: the masses are equal. For unit masses $a+b=2$, so $f(\tfrac12)=2E(\mathrm{Ps}^-)=-0.524010$ hartree.
\item $x=1$: the pair is infinitely heavy, and $f(1)=-0.602635$ hartree, the fixed-nuclei minimum of H$_2^+$ with the nuclear repulsion included.
\end{itemize}

The last limit needs care. At $x=1$ no $p_-^2$ remains in \eqref{modes}, so the pair separation $d=r_{12}$ has no kinetic energy. At each separation the energy is at least the fixed-nuclei curve $U(d)$, hence at least its minimum. Trial functions concentrated ever more closely around the best separation, $1.9972$ bohr, approach that minimum. Thus $f(1)=\min_dU(d)$ as an infimum, but no normalizable state attains it.

Close to $x=1$, an adiabatic harmonic estimate shows how the limit is approached. With $U\simeq U_{\min}+\tfrac12k(d-d_0)^2$ and $d=\sqrt2\,r_-$, the radial vibration has frequency $\sqrt{2k(1-x)}$. Its zero-point energy is
\begin{equation}
f(x)-f(1)\simeq\sqrt{\frac{k(1-x)}2},\qquad x\to1 .
\label{zero}
\end{equation}
In this approximation too the slope is infinite at the endpoint.

\section{Lower bounds from chords}

For $0\le x\le\tfrac12$ write $x=(1-2x)\cdot0+2x\cdot\tfrac12$. For $\tfrac12\le x\le1$ write $x=(2-2x)\cdot\tfrac12+(2x-1)\cdot1$. Concavity then gives
\begin{align}
f(x)&\ge(1-2x)f(0)+2x f(\tfrac12), &0\le x\le\tfrac12,\label{low1}\\
f(x)&\ge(2-2x)f(\tfrac12)+(2x-1)f(1), &\tfrac12\le x\le1.\label{low2}
\end{align}
The limits themselves allow a check. The chord from H$^-$ to H$_2^+$ has the value $-0.565193$ hartree at $x=\tfrac12$, and the Ps$^-$ value $-0.524010$ hartree lies above it.

The computed limits are variational and therefore slightly high, which would make a chord slightly high as well. Between the two basis sizes used, the three-body values of $f$ changed by at most $8\times10^{-8}$ hartree. This is an indication of the basis error, not a certified bound on it, but it is far below the gaps discussed here.

\section{Upper bounds}

\subsection*{Without wave functions}

Let $u<v<y$. Since $v$ lies between $u$ and $y$, concavity gives
\begin{equation}
(y-u)f(v)\ge(y-v)f(u)+(v-u)f(y).
\end{equation}
Solving for $f(y)$, with $y-u=(y-v)+(v-u)$,
\begin{equation}
f(y)\le f(v)+\frac{y-v}{v-u}\,[f(v)-f(u)] .
\label{extend}
\end{equation}
A chord continued beyond its interval is an upper bound. The same holds to the left, by reflection.

A second upper bound is $f(x)\le-\tfrac12$. Put particle 1 in the hydrogenic ground state and particle 2 in a broad, distant packet. The pair energy is $-\tfrac12$, the packet's kinetic energy and its interaction with the neutral pair can be made as small as desired, and $\langle\mathbf p_1\rangle=0$ removes the mass polarization. For $x<1$ this is also where the continuum begins, by the Hunziker--van Winter--Zhislin theorem, so a value of $f$ below $-\tfrac12$ means that a bound state exists.

\subsection*{With one expectation value}

Let $\psi_x$ be the ground state at $x$. Used as a trial function at $y$, it gives
\begin{equation}
f(y)\le\langle H(y)\rangle_{\psi_x}
=f(x)+(y-x)\langle\mathbf p_1\!\cdot\!\mathbf p_2\rangle_x .
\label{tangent}
\end{equation}
This line touches $f$ at $y=x$, so where $f$ is differentiable its slope is $f'(x)=\langle\mathbf p_1\!\cdot\!\mathbf p_2\rangle_x$. If $\psi_x$ is approximate, the bound survives with $f(x)$ replaced by the energy expectation value of that function. There is no such tangent at $x=1$, where no normalizable ground state exists.

The computed slopes are $+0.03288$ at H$^-$ and $-0.01789$ at $x=\tfrac12$. Their signs differ, so $f$ has its maximum between these two limits. The energies of intermediate systems therefore need not lie between the scaled endpoint energies; what confines them is the chord below and the tangents above. By \eqref{modes}, $\langle\mathbf p_1\!\cdot\!\mathbf p_2\rangle=\tfrac12(\langle p_+^2\rangle-\langle p_-^2\rangle)$. In H$^-$ the sum mode carries more squared momentum than the difference mode; at equal masses the order is reversed.

\subsection*{Binding at every mass ratio}

The two tangents, in hartree, are
\begin{align}
L_0(x)&=-0.527751+0.03288\,x,\\
L_{1/2}(x)&=-0.524010-0.01789\,(x-\tfrac12)\nonumber\\
&=-0.515065-0.01789\,x .
\end{align}
They cross at
\begin{equation}
x=\frac{0.527751-0.515065}{0.03288+0.01789}\simeq0.250 ,
\end{equation}
where both equal about $-0.5195$. One line rises and the other falls, so the smaller of the two is nowhere above this value. Hence $f(x)\le-0.5195$ hartree on the whole interval, about $0.0195$ hartree below the break-up threshold. Every finite ratio $m/M$ gives a bound system. Knowing that the three limits are bound would not by itself prove this: a concave function that lies below $-\tfrac12$ at these points can still reach $-\tfrac12$ between them.

\section{Two mass ratios}

\subsection*{$m=1$, $M=3$}

Here $a+b=1+\tfrac13=\tfrac43$ and $x=\tfrac14$. The chord \eqref{low1} and the better tangent give
\begin{align}
f&\ge\tfrac12(-0.527751-0.524010)=-0.525881,\\
f&\le-0.524010+\tfrac14(0.01789)=-0.519538 .
\end{align}
Dividing by $\tfrac43$,
\begin{equation}
-0.394410\le E\le-0.389654\ \text{hartree},
\end{equation}
or from $-10.7325$ to $-10.6030$ eV. The direct value is $-0.392141$ hartree, and each bound is within $0.7\%$ of it. This $x$ almost coincides with the crossing of the tangents, where their joint bound on $f$ is highest. The extended chord from H$_2^+$ through Ps$^-$ gives only $f\le-0.484698$, which is weaker than the threshold bound $-\tfrac12$.

The opening comparison can now be resolved. At fixed $a=1$, the value $b=\tfrac13$ lies one third of the way from H$^-$ to Ps$^-$. The unscaled chord is $\tfrac23f(0)+\tfrac13\cdot\tfrac12f(\tfrac12)$, and the scaled one is $\tfrac34\cdot\tfrac12[f(0)+f(\tfrac12)]$. Their difference is
\begin{align}
\Delta&=\left(\tfrac23-\tfrac38\right)f(0)+\left(\tfrac16-\tfrac38\right)f(\tfrac12)\nonumber\\
&=\tfrac1{12}f(0)+\tfrac5{24}\left[f(0)-f(\tfrac12)\right]\nonumber\\
&=-0.04398-0.00078=-0.04476\ \text{hartree}.
\end{align}
The first term would be present even if $f$ were constant. It is the cost of interpolating the known factor $1/(a+b)$ linearly, as in the two-particle case, and it accounts for nearly all of the difference.

\subsection*{$m=3$, $M=1$}

Again $a+b=\tfrac43$, but $x=\tfrac34$. Now \eqref{low2} and the Ps$^-$ tangent give
\begin{align}
f&\ge\tfrac12(-0.524010-0.602635)=-0.563322,\\
f&\le-0.524010-\tfrac14(0.01789)=-0.528482 ,
\end{align}
and therefore
\begin{equation}
-0.422492\le E\le-0.396362\ \text{hartree},
\end{equation}
or from $-11.4966$ to $-10.7856$ eV. The direct value is $-0.400267$ hartree. The upper bound is $1.0\%$ away from it and the lower bound $5.6\%$. Without any wave function, \eqref{extend} with $u=0$ and $v=\tfrac12$ gives $f\le-0.522140$, which already proves binding here.

The lower bound is much looser than in the first example. The direct value $f(\tfrac34)=-0.533689$ hartree shows where the chord fails: $f$ falls by only $0.0097$ hartree from $x=\tfrac12$ to $x=\tfrac34$, but by $0.0689$ hartree from $x=\tfrac34$ to $x=1$, whereas the chord falls equally over the two halves. The numerical output lists the remaining tangent and chord values for both mass ratios.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Limits on the line a+b=1
f(0), H- energy: -0.527751 hartree
f(1/2), twice Ps- energy: -0.524010 hartree
Ps- energy: -0.262005 hartree
f(1), fixed-nuclei H2+ energy: -0.602635 hartree
H2+ best nuclear separation: 1.9972 bohr
H- to H2+ chord at x=1/2: -0.565193 hartree
Ps- energy from unscaled problem: -0.262005 hartree
<p1.p2> at x=0: 0.03288 atomic units
energy-difference slope at x=0: 0.03289 hartree
<p1.p2> at x=1/2: -0.01789 atomic units
energy-difference slope at x=1/2: -0.01791 hartree
largest basis change in f: 8.0e-08 hartree
largest harmonic test error: 5.1e-08 hartree
pair break-up threshold in f: -0.500000 hartree
tangents cross at x: 0.2499 (dimensionless)
upper bound on f for all x: -0.519536 hartree
Example m=1, M=3 electron masses, x=0.25
  a+b: 1.333333 inverse electron masses
  f, chord lower bound: -0.525881 hartree
  f, direct value: -0.522855 hartree
  f, extended-chord upper bound: -0.484698 hartree
  f, H- tangent upper bound: -0.519531 hartree
  f, Ps- tangent upper bound: -0.519538 hartree
  E, lower bound: -0.394410 hartree
  E, direct value: -0.392141 hartree
  E, best upper bound: -0.389654 hartree
  E, lower bound converted: -10.7325 eV
  E, upper bound converted: -10.6030 eV
Example m=3, M=1 electron masses, x=0.75
  a+b: 1.333333 inverse electron masses
  f, chord lower bound: -0.563322 hartree
  f, direct value: -0.533689 hartree
  f, extended-chord upper bound: -0.522140 hartree
  f, H- tangent upper bound: -0.503091 hartree
  f, Ps- tangent upper bound: -0.528482 hartree
  E, lower bound: -0.422492 hartree
  E, direct value: -0.400267 hartree
  E, best upper bound: -0.396362 hartree
  E, lower bound converted: -11.4966 eV
  E, upper bound converted: -10.7856 eV
m=1, M=3 chord without scaling: -0.439169 hartree
\end{verbatim}
